# Apparent mobility of short thin-film transistors: thermal injection and diffusive backscattering: a program that tests the result

```python
"""Apparent mobility of a short thin-film transistor channel at low drain bias.

Result under test: 1/mu_app = 1/mu_0 + 1/mu_B, where
  mu_0 = q v_T lam / (2 kB T)   diffusive mobility
  mu_B = q v_T L / (2 kB T)     ballistic mobility, proportional to length L
  v_T  = sqrt(2 kB T / (pi m))  mean forward thermal speed
  lam  = backscattering length; transmission = lam / (lam + L)
Finite bias V at uniform density n, with j = J / (n v_T):
  q V / (kB T) = 2 j L / lam + 2 artanh(j)
The flux model is checked by matrix exponentials, thermal injection by
integration over wavevectors, and the limits of the law by an angular
Boltzmann solution with isotropic elastic scattering in two dimensions.
SI units are used inside; engineering units are printed.
"""
import numpy as np
from scipy.constants import k as kB, e as q, hbar, m_e, pi
from scipy.linalg import expm
from scipy.optimize import brentq
from mpmath import polylog, exp as mpexp

NM = 1e-9
CM2 = 1e-4


def thermal_speed(mass, temp):
    return np.sqrt(2 * kB * temp / (pi * mass))


def ballistic_mobility(length, mass, temp):
    return q * thermal_speed(mass, temp) * length / (2 * kB * temp)


def reciprocal_sum(mu_a, mu_b):
    return 1 / (1 / mu_a + 1 / mu_b)


def solve_fluxes(segments, lam, flux_source, flux_drain):
    """Segments are (length, energy drop / kBT). Returns J and n*v_T at nodes."""
    steps = []
    total = np.eye(2)
    for length, drop in segments:
        a = 1 / lam - drop / (2 * length)
        b = 1 / lam + drop / (2 * length)
        step = expm(np.array([[-a, b], [-a, b]]) * length)
        steps.append(step)
        total = step @ total
    back = (flux_drain - total[1, 0] * flux_source) / total[1, 1]
    state = np.array([flux_source, back])
    densities = [state.sum()]
    for step in steps:
        state = step @ state
        densities.append(state.sum())
    return flux_source - back, np.array(densities)


def finite_bias_j(u, ratio):
    """Normalised current j for u = qV/kBT and ratio = L/lam."""
    return brentq(lambda j: 2 * j * ratio + 2 * np.arctanh(j) - u,
                  0, 1 - 1e-12, xtol=1e-15)


def wavevector_mobility(eta, bias, length, mass, temp):
    """Ballistic mobility from Fermi occupations summed over wavevectors."""
    x, w = np.polynomial.legendre.leggauss(100)
    s, w = 3.5 * (x + 1), 3.5 * w
    k_unit = np.sqrt(2 * mass * kB * temp) / hbar
    kx, ky = np.meshgrid(s, s, indexing="ij")
    weight = np.outer(w, w) * 2 * k_unit**2 * 2 / (2 * pi)**2
    energy = kx**2 + ky**2
    u = q * bias / (kB * temp)
    f_source = 1 / (1 + np.exp(energy - eta - u / 2))
    f_drain = 1 / (1 + np.exp(energy - eta + u / 2))
    velocity = hbar * k_unit * kx / mass
    flux = np.sum(weight * velocity * (f_source - f_drain))
    density = np.sum(weight * (f_source + f_drain))
    return flux * length / (density * bias)


def degeneracy_factor(eta):
    z = -mpexp(eta)
    return float((polylog(0.5, z) / polylog(1, z)).real)


X_ANG, W_ANG = np.polynomial.legendre.leggauss(24)
COSINE = np.cos(pi / 4 * (X_ANG + 1))
PROB = W_ANG / 2


def angular_transmission(thickness, doublings=28):
    """Boltzmann transmission of a slab; thickness in free paths l."""
    dx = thickness / 2**doublings
    eye = np.eye(len(COSINE))
    reflect = dx * 0.5 * np.outer(1 / COSINE, PROB)
    trans = eye - dx * np.diag(1 / COSINE) + reflect
    for _ in range(doublings):
        inner = np.linalg.solve(eye - reflect @ reflect, trans)
        reflect, trans = reflect + trans @ reflect @ inner, trans @ inner
    return np.sum(PROB * COSINE * trans.sum(axis=1)) / np.sum(PROB * COSINE)


def boltzmann_mobility(length, tau, mass, temp):
    """Apparent mobility for constant scattering time, all angles and energies."""
    x, w = np.polynomial.legendre.leggauss(20)
    s = 2.5 * (x + 1)
    weight = w * s**2 * np.exp(-s**2)
    weight /= weight.sum()
    paths = s * np.sqrt(2 * kB * temp / mass) * tau
    mean_t = sum(g * angular_transmission(length / p)
                 for g, p in zip(weight, paths))
    return ballistic_mobility(length, mass, temp) * mean_t


# Example: rough indium-oxide film values and chosen operating point
temp, mass, mu0 = 300.0, 0.2 * m_e, 100 * CM2
density, bias, film = 1e16, 0.010, 3 * NM
vt = thermal_speed(mass, temp)
lam = 2 * kB * temp * mu0 / (q * vt)
length = 20 * NM
mu_b = ballistic_mobility(length, mass, temp)
mu_app = reciprocal_sum(mu0, mu_b)

# Flux transmission and low-bias current for different potential shapes
worst_flux = 0.0
for ratio in (0.2, 1.0, 5.0):
    current, _ = solve_fluxes([(ratio, 0.0)], 1.0, 1.0, 0.0)
    worst_flux = max(worst_flux, abs(current * (1 + ratio) - 1))
    small = 1e-4
    for first, second in ((small, 0.0), (0.0, small), (0.3 * small, 0.2 * small)):
        drain = np.exp(-(small - first - second))
        current, _ = solve_fluxes([(ratio / 2, first), (ratio / 2, second)],
                                  1.0, 1.0, drain)
        # reservoir flux 1 means n*v_T = 2; mobility relative to ballistic one
        relative_mobility = current / small
        expected = reciprocal_sum(1 / ratio, 1.0)
        assert abs(relative_mobility / expected - 1) < 1e-3
assert worst_flux < 1e-10

# Finite bias: the flux solution must have uniform density and the predicted j
worst_bias = 0.0
for u, ratio in ((0.4, 0.5), (2.0, 1.0), (3.0, 4.0)):
    j = finite_bias_j(u, ratio)
    drop = 2 * j * ratio
    current, dens = solve_fluxes([(ratio / 2, drop / 2)] * 2, 1.0, 1.0,
                                 np.exp(-(u - drop)))
    assert np.ptp(dens) / dens[0] < 1e-9
    worst_bias = max(worst_bias, abs(current / dens[0] / j - 1))
assert worst_bias < 1e-9

# Thermal injection from wavevector integration
inject = wavevector_mobility(-12, 1e-4, length, mass, temp) / mu_b
assert abs(inject - 1) < 1e-4
u_bias = q * bias / (kB * temp)
inject_bias = wavevector_mobility(-12, bias, length, mass, temp) / mu_b
assert abs(inject_bias - np.tanh(u_bias / 2) / (u_bias / 2)) < 1e-4
for eta_test in (-1.0, 0.0, 2.0):
    direct = wavevector_mobility(eta_test, 1e-4, length, mass, temp) / mu_b
    assert abs(direct / degeneracy_factor(eta_test) - 1) < 1e-4

# Angular Boltzmann solution at one energy
t32, t64 = angular_transmission(32), angular_transmission(64)
lam_over_l = 32 / (1 / t64 - 1 / t32)
assert abs(lam_over_l / (pi / 2) - 1) < 2e-3
thicknesses = np.geomspace(0.05, 50, 16)
angular_ratio = np.array([angular_transmission(x) * (1 + x / (pi / 2))
                          for x in thicknesses])
assert np.all(angular_ratio < 1 + 2e-4) and np.all(angular_ratio > 0.95)

# All angles and energies at constant scattering time
tau = mu0 * mass / q
far1, far2 = 20 * lam, 40 * lam
slope = (far2 / boltzmann_mobility(far2, tau, mass, temp)
         - far1 / boltzmann_mobility(far1, tau, mass, temp)) / (far2 - far1)
mu_from_slope = 1 / slope
assert abs(mu_from_slope / mu0 - 1) < 4e-3
ratios = np.geomspace(0.1, 20, 12)
full_ratio = np.array([
    boltzmann_mobility(r * lam, tau, mass, temp)
    / reciprocal_sum(mu0, ballistic_mobility(r * lam, mass, temp))
    for r in ratios])
assert np.all(full_ratio < 1) and np.all(full_ratio > 0.88)
# the energy spread must lower the mobility beyond the angular effect alone
assert full_ratio.min() < angular_ratio.min()
full_example = boltzmann_mobility(length, tau, mass, temp)

print("INDIUM-OXIDE FILM, rough values")
print(f"temperature {temp:.0f} K, mass {mass/m_e:.2f} m_e")
print(f"diffusive mobility {mu0/CM2:.0f} cm2/Vs")
print(f"free density {density*1e-4:.1e} cm^-2, bias {bias*1e3:.0f} mV")
print(f"thermal voltage kBT/q {kB*temp/q*1e3:.3f} mV")
print(f"thermal speed v_T {vt*100:.4e} cm/s")
print(f"backscattering length {lam/NM:.3f} nm")
print(f"scattering time {tau*1e15:.2f} fs")
print("L (nm), mu_B (cm2/Vs), transmission, mu_app (cm2/Vs)")
for size in (5, 10, 20, 50, 100, 1000):
    ball = ballistic_mobility(size * NM, mass, temp)
    print(f"{size:5d} {ball/CM2:10.1f} {lam/(lam+size*NM):8.4f} "
          f"{reciprocal_sum(mu0, ball)/CM2:8.2f}")

print("NEGLECTED EFFECTS, L = 20 nm unless stated")
states = mass * kB * temp / (pi * hbar**2)
eta = np.log(np.expm1(density / states))
factor = degeneracy_factor(eta)
mu_deg = reciprocal_sum(mu0, mu_b * factor)
print(f"thermal density of states {states*1e-4:.3e} cm^-2")
print(f"reduced Fermi level {eta:.3f}, degeneracy factor {factor:.4f}")
print(f"degenerate: lam {lam/factor/NM:.3f} nm, mu_app {mu_deg/CM2:.2f} cm2/Vs")
for volt in (bias, 0.050):
    u = q * volt / (kB * temp)
    j = finite_bias_j(u, length / lam)
    mu_v = j * vt * length / volt
    print(f"bias {volt*1e3:.0f} mV: j {j:.5f}, mu/linear {mu_v/mu_app:.5f}")
print(f"ballistic limit at {bias*1e3:.0f} mV: mu/linear {inject_bias:.4f}")
print(f"all angles and energies: mu_app {full_example/CM2:.2f} cm2/Vs")
r_ball = 2 * kB * temp / (q**2 * density * vt)
r_contact = 500e-6
mu_contact = 1 / (1 / mu_app + q * density * r_contact / length)
print(f"ballistic resistance x width {r_ball*1e6:.1f} ohm um")
print(f"assumed contact resistance x width {r_contact*1e6:.0f} ohm um (both)")
print(f"mu_app with contacts {mu_contact/CM2:.2f} cm2/Vs")
free = 0.8
print(f"free share {free:.1f} of gate charge: mu {free*mu_app/CM2:.2f} cm2/Vs")
hot = 360.0
mu_hot = reciprocal_sum(mu0, ballistic_mobility(length, mass, hot))
print(f"at {hot:.0f} K, same mu_0: mu_app {mu_hot/CM2:.2f} cm2/Vs")
gap = 3 * (hbar * pi / film)**2 / (2 * mass) / q
print(f"hard-wall subband spacing, {film/NM:.0f} nm film {gap:.3f} eV")
k_th = np.sqrt(2 * mass * kB * temp) / hbar
print(f"thermal wavevector x free path l {k_th*lam*2/pi:.3f}")

print("AMORPHOUS IN-GA-ZN OXIDE, rough values, L = 50 nm")
mass_a, mu_a, length_a = 0.34 * m_e, 10 * CM2, 50 * NM
lam_a = 2 * kB * temp * mu_a / (q * thermal_speed(mass_a, temp))
ball_a = ballistic_mobility(length_a, mass_a, temp)
k_a = np.sqrt(2 * mass_a * kB * temp) / hbar
print(f"mass {mass_a/m_e:.2f} m_e, mu_0 {mu_a/CM2:.0f} cm2/Vs")
print(f"formal lam {lam_a/NM:.3f} nm, mu_B {ball_a/CM2:.1f} cm2/Vs")
print(f"mu_app {reciprocal_sum(mu_a, ball_a)/CM2:.3f} cm2/Vs")
print(f"thermal wavevector x free path l {k_a*lam_a*2/pi:.3f}")

print("CHECKS")
print(f"largest relative flux-transmission error {worst_flux:.1e}")
print(f"wavevector injection / formula {inject:.6f}")
print(f"lam/l from angular solution {lam_over_l:.4f}, pi/2 = {pi/2:.4f}")
worst_a = np.argmin(angular_ratio)
print(f"lowest angular/flux ratio {angular_ratio[worst_a]:.4f} "
      f"at L/lam {thicknesses[worst_a]/(pi/2):.2f}")
worst_f = np.argmin(full_ratio)
print(f"lowest full/reciprocal-sum ratio {full_ratio[worst_f]:.4f} "
      f"at L/lam {ratios[worst_f]:.2f}")
print(f"mu_0 from Boltzmann length slope {mu_from_slope/CM2:.2f} cm2/Vs")
print("no test failed")
```

Output:

```
INDIUM-OXIDE FILM, rough values
temperature 300 K, mass 0.20 m_e
diffusive mobility 100 cm2/Vs
free density 1.0e+12 cm^-2, bias 10 mV
thermal voltage kBT/q 25.852 mV
thermal speed v_T 1.2030e+07 cm/s
backscattering length 4.298 nm
scattering time 11.37 fs
L (nm), mu_B (cm2/Vs), transmission, mu_app (cm2/Vs)
    5      116.3   0.4622    53.78
   10      232.7   0.3006    69.94
   20      465.4   0.1769    82.31
   50     1163.4   0.0792    92.08
  100     2326.8   0.0412    95.88
 1000    23268.0   0.0043    99.57
NEGLECTED EFFECTS, L = 20 nm unless stated
thermal density of states 2.160e+12 cm^-2
reduced Fermi level -0.530, degeneracy factor 0.9116
degenerate: lam 4.715 nm, mu_app 80.92 cm2/Vs
bias 10 mV: j 0.03421, mu/linear 0.99993
bias 50 mV: j 0.17075, mu/linear 0.99825
ballistic limit at 10 mV: mu/linear 0.9877
all angles and energies: mu_app 79.58 cm2/Vs
ballistic resistance x width 268.2 ohm um
assumed contact resistance x width 500 ohm um (both)
mu_app with contacts 61.90 cm2/Vs
free share 0.8 of gate charge: mu 65.85 cm2/Vs
at 360 K, same mu_0: mu_app 80.95 cm2/Vs
hard-wall subband spacing, 3 nm film 0.627 eV
thermal wavevector x free path l 1.008
AMORPHOUS IN-GA-ZN OXIDE, rough values, L = 50 nm
mass 0.34 m_e, mu_0 10 cm2/Vs
formal lam 0.560 nm, mu_B 892.3 cm2/Vs
mu_app 9.889 cm2/Vs
thermal wavevector x free path l 0.171
CHECKS
largest relative flux-transmission error 2.2e-16
wavevector injection / formula 0.999997
lam/l from angular solution 1.5708, pi/2 = 1.5708
lowest angular/flux ratio 0.9780 at L/lam 0.50
lowest full/reciprocal-sum ratio 0.9351 at L/lam 0.69
mu_0 from Boltzmann length slope 99.98 cm2/Vs
no test failed
```
